# Zero-point energy between perfect plates with a smooth cutoff: test program

```python
"""Zero-point energy between perfect plates with a smooth cutoff.

Result under test: after subtraction of the free-vacuum energy, the energy
per area tends to -pi^2 hbar c / (720 a^3) for every smooth cutoff f, f(0)=1.
Symbols: a = gap, Lambda = cutoff wave number, lambda_c = 2 pi / Lambda,
eps = pi/(a Lambda) = lambda_c/(2a), t = wave number in units of pi/a,
F(n) = integral of t^2 f(eps t) from n to infinity.
Primed sums give the term n = 0 half weight.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, c, pi
from scipy.integrate import quad

NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2
CUTOFFS = {
    "exp(-x)": (lambda x: np.exp(-x), 1.0),
    "exp(-x^2)": (lambda x: np.exp(-x**2), -2.0),
    "exp(-x^4)": (lambda x: np.exp(-x**4), 0.0),
}  # each entry: function, second derivative at zero


def unit_grid(eps):
    """Quadrature points in unit intervals, up to eps*t = 60."""
    return np.arange(int(60 / eps) + 1)[:, None] + NODES


def tail_integrals(f, eps):
    """F(n) for n = 0, 1, 2, ... by quadrature."""
    t = unit_grid(eps)
    pieces = (t**2 * f(eps * t)) @ WEIGHTS
    return np.cumsum(pieces[::-1])[::-1]


def primed_sum(f, eps):
    values = tail_integrals(f, eps)
    return np.sum(values) - values[0] / 2


def bulk_integral(f, eps):
    t = unit_grid(eps)
    return np.sum((t**3 * f(eps * t)) @ WEIGHTS)


# Polarization count: curl-curl operator between conducting walls, gap = pi
cells, k_par = 200, 0.7
h = pi / cells
diff = np.zeros((cells, cells - 1))
for j in range(cells - 1):
    diff[j, j], diff[j + 1, j] = 1 / h, -1 / h
zero_md = np.zeros((cells, cells - 1))
curl = np.block([
    [zero_md, -diff, np.zeros((cells, cells))],
    [diff, zero_md, -1j * k_par * np.eye(cells)],
    [np.zeros((cells - 1, cells - 1)), 1j * k_par * np.eye(cells - 1),
     np.zeros((cells - 1, cells))],
])
squares = np.linalg.eigvalsh(curl.conj().T @ curl)
squares = squares[squares > 1e-6][:5]
expected = k_par**2 + np.array([0, 1, 1, 4, 4])
assert np.allclose(squares, expected, rtol=2e-4)  # grid error of order h^2
print("Lowest q^2 for k = 0.7, in (pi/a)^2:", np.round(squares, 3))

# Parallel wave-vector integral against the reduced integral
gauss = CUTOFFS["exp(-x^2)"][0]
tails = tail_integrals(gauss, 0.2)
for n in (0, 3, 7):
    direct = quad(lambda k: k * np.hypot(k, n) * gauss(0.2 * np.hypot(k, n)),
                  0, 60, epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    assert abs(direct / tails[n] - 1) < 1e-8

# Worked example: ideal energy, pressure and force
gap, area = 1e-6, 1e-4
scale = pi**2 * hbar * c / (2 * gap**3)
ideal = -pi**2 * hbar * c / (720 * gap**3)
pressure = -pi**2 * hbar * c / (240 * gap**4)
print(f"Gap a = {gap*1e6:.1f} um, plate area = {area*1e4:.1f} cm^2")
print(f"hbar*c = {hbar*c:.5e} J m")
print(f"Prefactor pi^2 hbar c/(2a^3) = {scale*1e9:.3f} nJ/m^2")
print(f"Ideal energy per area = {ideal*1e9:.5f} nJ/m^2")
print(f"Ideal energy per area = {ideal:.4e} J/m^2")
print(f"Ideal pressure = {pressure*1e3:.4f} mPa")
print(f"Force on the plate = {pressure*area*1e6:.4f} uN")

# Subtracted sums for several cutoffs
print("Raw, bulk and subtracted energy per area in nJ/m^2; ratio to ideal:")
for name, (f, second) in CUTOFFS.items():
    errors = []
    for wavelength in (400e-9, 200e-9, 100e-9):
        eps = wavelength / (2 * gap)
        raw, bulk = primed_sum(f, eps), bulk_integral(f, eps)
        energy = scale * (raw - bulk)
        ratio = energy / ideal
        errors.append(abs(ratio - 1))
        print(f"{name:9s} lambda_c={wavelength*1e9:.0f} nm eps={eps:.2f} "
              f"raw={raw*scale*1e9:.6g} bulk={bulk*scale*1e9:.6g} "
              f"net={energy*1e9:.5f} ratio={ratio:.5f}")
        # bulk term equals gap times free-vacuum energy density
        cut = 2 * pi / wavelength
        moment = quad(lambda x: x**3 * f(x), 0, 60, limit=200)[0]
        density = hbar * c * cut**4 * moment / (2 * pi**2)
        assert abs(gap * density / (scale * bulk) - 1) < 1e-7
    assert errors[0] > errors[1] > errors[2] and errors[2] < 1e-3
    eps = 0.1
    ratio = -360 * (primed_sum(f, eps) - bulk_integral(f, eps))
    slope = (ratio - 1) / eps**2
    # the remaining difference is of order eps^2
    assert abs(slope + second / 7) < 3e-3
    print(f"{name:9s} (ratio-1)/eps^2 at eps=0.1: {slope:.4f}, "
          f"predicted limit {-second/7:.4f}")

# Euler-Maclaurin remainder and its bound, exponential cutoff
eps = 0.2
f_exp = CUTOFFS["exp(-x)"][0]
x = sp.symbols("x", positive=True)
fifth = sp.lambdify(x, sp.diff(-x**2 * sp.exp(-x / 5), x, 4), "numpy")
g_fourth = sp.lambdify(x, sp.diff(x**2 * sp.exp(-x), x, 4), "numpy")
bernoulli5 = NODES**5 - 5 * NODES**4 / 2 + 5 * NODES**3 / 3 - NODES / 6
fifth_values = fifth(unit_grid(eps))
remainder = np.sum(fifth_values @ (WEIGHTS * bernoulli5)) / 120
difference = primed_sum(f_exp, eps) - bulk_integral(f_exp, eps)
assert abs(difference - (-1 / 360 + remainder)) < 1e-9
s = np.linspace(0, 1, 20001)
b5_max = np.max(np.abs(s**5 - 5 * s**4 / 2 + 5 * s**3 / 3 - s / 6))
g_norm = quad(lambda y: abs(g_fourth(y)), 0, 60, points=[2, 6], limit=200)[0]
bound = b5_max / 120 * eps * g_norm
assert abs(np.sum(np.abs(fifth_values) @ WEIGHTS) / (eps * g_norm) - 1) < 1e-3
assert abs(remainder) <= bound
print(f"exp(-x), eps=0.2: sum minus integral = {difference:.7f}")
print(f"Limit -1/360 = {-1/360:.7f}, remainder = {remainder:.3e}")
print(f"max|B5| = {b5_max:.5f}, integral |g''''| = {g_norm:.4f}, "
      f"bound = {bound:.3e}")


# Sharp cutoff at t = X: no finite limit
def sharp_difference(X):
    n = np.arange(int(np.floor(X)) + 1)
    terms = (X**3 - n**3) / 3
    return np.sum(terms) - terms[0] / 2 - X**4 / 4


for X in (20.0, 40.0):
    assert abs(sharp_difference(X) / (-X**2 / 12) - 1) < 1e-8
assert sharp_difference(20.5) > 0 > sharp_difference(20.0)
for X in (20.0, 20.5, 40.0):
    print(f"Sharp cutoff X={X:.1f}: sum minus integral = "
          f"{sharp_difference(X):.4f}")

# Force on the middle plate from the unsubtracted energy of a closed box
box, wavelength, step = 5e-6, 200e-9, 5e-9
f_flat = CUTOFFS["exp(-x^4)"][0]


def box_energy(left_gap):
    total = 0.0
    for width in (left_gap, box - left_gap):
        factor = pi**2 * hbar * c / (2 * width**3)
        total += factor * primed_sum(f_flat, wavelength / (2 * width))
    return total


net = -(box_energy(gap + step) - box_energy(gap - step)) / (2 * step)
net_formula = pressure * (1 - (gap / (box - gap))**4)
# finite step and finite cutoff each leave errors near 1e-4 or below
assert abs(net / net_formula - 1) < 5e-4
print(f"Box L = {box*1e6:.1f} um, lambda_c = {wavelength*1e9:.0f} nm, "
      f"exp(-x^4), step = {step*1e9:.0f} nm")
print(f"Net pressure from raw box energy = {net*1e3:.4f} mPa")
print(f"Net pressure from formula = {net_formula*1e3:.4f} mPa")

print("no test failed")
```

It prints:

```
Lowest q^2 for k = 0.7, in (pi/a)^2: [0.49 1.49 1.49 4.49 4.49]
Gap a = 1.0 um, plate area = 1.0 cm^2
hbar*c = 3.16153e-26 J m
Prefactor pi^2 hbar c/(2a^3) = 156.015 nJ/m^2
Ideal energy per area = -0.43338 nJ/m^2
Ideal energy per area = -4.3338e-10 J/m^2
Ideal pressure = -1.3001 mPa
Force on the plate = -0.1300 uN
Raw, bulk and subtracted energy per area in nJ/m^2; ratio to ideal:
exp(-x)   lambda_c=400 nm eps=0.20 raw=585056 bulk=585057 net=-0.43091 ratio=0.99430
exp(-x)   lambda_c=200 nm eps=0.10 raw=9.36091e+06 bulk=9.36091e+06 net=-0.43276 ratio=0.99857
exp(-x)   lambda_c=100 nm eps=0.05 raw=1.49774e+08 bulk=1.49774e+08 net=-0.43322 ratio=0.99964
exp(-x)   (ratio-1)/eps^2 at eps=0.1: -0.1428, predicted limit -0.1429
exp(-x^2) lambda_c=400 nm eps=0.20 raw=48754.3 bulk=48754.7 net=-0.43840 ratio=1.01160
exp(-x^2) lambda_c=200 nm eps=0.10 raw=780075 bulk=780075 net=-0.43462 ratio=1.00287
exp(-x^2) lambda_c=100 nm eps=0.05 raw=1.24812e+07 bulk=1.24812e+07 net=-0.43369 ratio=1.00071
exp(-x^2) (ratio-1)/eps^2 at eps=0.1: 0.2868, predicted limit 0.2857
exp(-x^4) lambda_c=400 nm eps=0.20 raw=24376.9 bulk=24377.4 net=-0.43323 ratio=0.99966
exp(-x^4) lambda_c=200 nm eps=0.10 raw=390037 bulk=390038 net=-0.43337 ratio=0.99998
exp(-x^4) lambda_c=100 nm eps=0.05 raw=6.2406e+06 bulk=6.2406e+06 net=-0.43337 ratio=1.00000
exp(-x^4) (ratio-1)/eps^2 at eps=0.1: -0.0021, predicted limit -0.0000
exp(-x), eps=0.2: sum minus integral = -0.0027619
Limit -1/360 = -0.0027778, remainder = 1.583e-05
max|B5| = 0.02446, integral |g''''| = 6.5711, bound = 2.679e-04
Sharp cutoff X=20.0: sum minus integral = -33.3333
Sharp cutoff X=20.5: sum minus integral = 17.5052
Sharp cutoff X=40.0: sum minus integral = -133.3333
Box L = 5.0 um, lambda_c = 200 nm, exp(-x^4), step = 5 nm
Net pressure from raw box energy = -1.2951 mPa
Net pressure from formula = -1.2950 mPa
no test failed
```
